# Why short arms suffice in a Greek cross sheet resistor

**Question.** A Greek cross is used to measure the sheet resistance of a thin conducting film. The formula applied to the readings assumes infinitely long arms, yet arms about as long as they are wide are found to be enough. Why does the error of finite arms fall so fast with their length, and how large is it?

**Answer.**

## What is measured

The film is a uniform, isotropic, ohmic sheet of sheet resistance $R_s$. It has a central square of side $w$ and four arms of width $w$ and length $L$, measured from the edge of the square to the contact. Contacts 1, 2, 3, 4 lie at the right, top, left and bottom. At first each is taken as ideal: it covers the full width of its arm and is an equipotential.

A current $I$ enters at contact 1 and leaves at contact 2. The voltage $V_4-V_3$ is read on the other two, which carry no net current. The sheet resistance is then inferred from

$$R_s'=\frac{\pi}{\ln 2}\,\frac{V_4-V_3}{I}. \tag{1}$$

The error sought is $E=1-R_s'/R_s$, relative to the true sheet resistance.

The ordinary series resistance $R_sL/w$ of the arms is not the cause of this error. Symmetry shows that it drops out. The applied currents can be split as

$$(1,-1,0,0)=\tfrac12(1,-1,1,-1)+\tfrac12(1,-1,-1,1).$$

For the alternating pattern $(1,-1,1,-1)$, a quarter turn reverses all currents and hence all potentials, if their mean is set to zero. The contact voltages are therefore $z_2I(1,-1,1,-1)$, which defines the resistance $z_2$.

For the dipole pattern $(1,0,-1,0)$, a left-right reflection reverses the currents. Contacts 2 and 4 map onto themselves and so stand at zero, and the voltages are $z_1I(1,0,-1,0)$. A quarter turn gives the same $z_1$ for $(0,1,0,-1)$. The second part of the split is the difference of these two dipoles, so its voltages are $z_1I(1,-1,-1,1)$. Adding the halves,

$$V_4=\tfrac12(z_1-z_2)I,\qquad V_3=\tfrac12(z_2-z_1)I,$$

$$\frac{V_4-V_3}{I}=z_1-z_2. \tag{2}$$

Each of $z_1$ and $z_2$ contains the series resistance $R_sL/w$ of one arm, and the difference removes it. What can remain is an effect of current that is not uniform across an arm.

## How non-uniform flow dies out

In the sheet the potential obeys $\nabla^2\phi=0$, and no current crosses the side walls. In an arm, let $x$ run outward from the square and $y$ across, from 0 to $w$. Separation of variables gives, besides the uniform part, the modes

$$\cos\!\left(\frac{m\pi y}{w}\right)e^{\pm m\pi x/w},\qquad m=1,2,\dots$$

The slowest, $m=1$, changes sign under reflection in the arm's axis, $y\to w-y$.

The alternating pattern is unchanged by reflection in the axis of any arm, so it cannot excite this odd mode. Its slowest non-uniform mode is $m=2$. In the dipole pattern $(1,0,-1,0)$, the current-carrying arms 1 and 3 are even too. Arms 2 and 4 are different: their right-hand walls face the source and their left-hand walls face the sink. The potential there is odd about the axis, and the $m=1$ mode is present.

This gives the mechanism. The odd potential leaks into arms 2 and 4 and reaches the contact reduced by $e^{-\pi L/w}$. A metal contact cannot support a voltage across the arm, so it shorts the mode. The correction that enforces this starts at the contact and must decay back through the same arm before the centre of the cross can feel it. The voltage reading therefore changes in proportion to

$$e^{-\pi L/w}\,e^{-\pi L/w}=e^{-2\pi L/w}.$$

For $m=2$ the same round trip gives $e^{-4\pi L/w}$, which is negligible for long arms. To find the prefactor, two things are needed: the infinite-arm solution, and the effect of a reflection on $z_1$.

## The infinite cross

Conformal maps preserve both Laplace's equation and the current between two points, so the infinite cross may be replaced by a unit disc. With $z$ the complex position measured from the centre of the cross, the map is

$$\frac{\pi z}{w}=\operatorname{artanh}p+\arctan p,\qquad p=\frac{\sqrt2\,\zeta}{\sqrt{1+\zeta^4}}. \tag{3}$$

To see that it has the right shape, differentiate:

$$\frac{dp}{d\zeta}=\frac{\sqrt2\,(1-\zeta^4)}{(1+\zeta^4)^{3/2}},\qquad 1-p^4=\frac{(1-\zeta^4)^2}{(1+\zeta^4)^2}.$$

Since the derivative of $\operatorname{artanh}p+\arctan p$ with respect to $p$ is $2/(1-p^4)$,

$$\frac{dz}{d\zeta}=\frac{2\sqrt2\,w}{\pi}\,\frac{\sqrt{1+\zeta^4}}{1-\zeta^4}.$$

The square root produces the four re-entrant corners, with interior angle $3\pi/2$, at $\zeta^4=-1$. The poles at $\zeta=1,i,-1,-i$ are the remote ends of arms 1 to 4. As $\zeta\to e^{i\pi/4}$ along the radius, $p$ goes to infinity along the 45° direction and the right side of (3) tends to $\pi/2+i\pi/2$. The corner thus lies at $z=(w/2)(1+i)$, as it should.

A current $I$ entering the disc at a boundary point $\zeta_1$ contributes $-(R_sI/\pi)\ln|\zeta-\zeta_1|$ to the potential. The factor is $1/\pi$ because the current spreads through a half circle. On the rim each such logarithm has the constant radial derivative $1/2$, so the rim is insulating when the currents sum to zero.

With $I$ entering at 1 and leaving at 2, neighbouring contact points are $\sqrt2$ apart and opposite ones 2 apart. Hence

$$V_4=-\frac{R_sI}{\pi}\ln\frac{\sqrt2}{2}=\frac{R_sI}{2\pi}\ln2,\qquad V_3=-\frac{R_sI}{2\pi}\ln2,$$

and $(V_4-V_3)/I=R_s\ln2/\pi$. This is the origin of equation (1).

## The strength of the odd mode

Near the end of arm 1 write $\zeta=1-\varepsilon$. Then

$$1-p^2=\frac{(1-\zeta^2)^2}{1+\zeta^4}\simeq\frac{4\varepsilon^2}{2}=2\varepsilon^2,$$

so $1-p\simeq\varepsilon^2$. It follows that $\operatorname{artanh}p\simeq\frac12\ln(2/\varepsilon^2)$ and $\arctan p\simeq\pi/4$, and (3) becomes

$$\frac{\pi z}{w}\simeq-\ln\varepsilon+\tfrac12\ln2+\frac{\pi}{4}.$$

Put $z=w/2+x+i\eta$, where $\eta$ is the distance from the axis. Solving for $\varepsilon$,

$$\varepsilon\simeq\sqrt2\,e^{-\pi/4}e^{-\pi x/w}e^{-i\pi\eta/w}. \tag{4}$$

By a quarter turn, the same $\varepsilon$ describes arm 2 through $\zeta=i(1-\varepsilon)$, with $\eta$ now positive to the left.

The potential of the dipole pattern is

$$\phi_0=\frac{R_sI}{\pi}\ln\left|\frac{1+\zeta}{1-\zeta}\right|.$$

At $\zeta=i$ the logarithm vanishes. The derivative of $\ln[(1+\zeta)/(1-\zeta)]$ is $2/(1-\zeta^2)$, which equals 1 there. To first order the logarithm is therefore $\operatorname{Re}(-i\varepsilon)=\operatorname{Im}\varepsilon$, proportional to $-\sin(\pi\eta/w)$. If $y=\eta+w/2$ is measured from the right-hand wall, $-\sin(\pi\eta/w)=\cos(\pi y/w)$, and

$$\phi_0\simeq aIR_s\cos\!\left(\frac{\pi y}{w}\right)e^{-\pi x/w},\qquad a=\frac{\sqrt2\,e^{-\pi/4}}{\pi}=0.205. \tag{5}$$

The sign is right: the wall facing the source has the higher potential.

## What the reflection does to the reading

Let the end of arm 2 reflect the odd mode with coefficient $\Gamma$, defined at $x=L$. To leading order the potential in the finite arm is

$$\phi\simeq aIR_s\cos\!\left(\frac{\pi y}{w}\right)\left[e^{-\pi x/w}+\Gamma e^{-2\pi L/w}e^{\pi x/w}\right].$$

Further trips between contact and centre bring relative corrections of order $e^{-2\pi L/w}$. For an ideal contact $\phi=0$ at $x=L$, so $\Gamma=-1$.

Both $\phi_0$ and $\phi$ obey Laplace's equation and have insulating walls. Cut the infinite cross at $x=L$ in every arm and apply Green's identity, with $\partial_n$ the outward derivative:

$$\oint(\phi_0\,\partial_n\phi-\phi\,\partial_n\phi_0)\,ds=0.$$

At the end of arm 1 the current enters, so the integral of $\partial_n\phi$ over the end is $+R_sI$, and likewise for $\phi_0$. Apart from $m=2$ terms the potentials there are uniform. Their difference is $I\Delta z_1$, where $\Delta z_1$ is the change of $z_1$ caused by the reflections at fixed $L$. This end contributes $-R_sI^2\Delta z_1$. At arm 3 both potential and current are reversed, so the contribution is the same.

At the end of arm 2 the products of two decaying exponentials cancel, and the two cross terms add:

$$\phi_0\,\partial_x\phi-\phi\,\partial_x\phi_0=(aIR_s)^2\cos^2\!\left(\frac{\pi y}{w}\right)\frac{2\pi}{w}\,\Gamma e^{-2\pi L/w}.$$

Since $\cos^2$ integrates to $w/2$, this end gives $\pi\Gamma a^2I^2R_s^2e^{-2\pi L/w}$, and arm 4 gives the same. Setting the sum of all four ends to zero,

$$\Delta z_1=\pi\Gamma a^2R_s\,e^{-2\pi L/w}. \tag{6}$$

With $\Gamma=-1$ this is negative. The contacts on arms 2 and 4 offer the current an easier path across the arm than the film they replace, which lowers $z_1$. The alternating pattern has no odd mode to short, so $z_2$ changes only at order $e^{-4\pi L/w}$. The difference $z_1-z_2$ falls, and the inferred sheet resistance is too low. Dividing $-\Delta z_1$ by the infinite-arm value $R_s\ln2/\pi$ gives

$$E\simeq\frac{\pi^2a^2}{\ln2}\,e^{-2\pi L/w}=\frac{2e^{-\pi/2}}{\ln2}\,e^{-2\pi L/w}=0.600\,e^{-2\pi L/w}. \tag{7}$$

## How long is long enough

Equation (7) is a long-arm law. To see where it holds, the complete cross was also solved as a square network of resistors, with 32 and then 64 cells across an arm. The results were extrapolated to zero cell size using the $4/3$ power expected from the re-entrant corners on fine grids. On grids of this size the convergence can be somewhat faster, so the last digit of the network values is uncertain. The network error is taken relative to a cross with $L=2.5w$.

| $L/w$ | $E$ from (7) | $E$ from network |
|---|---|---|
| 0.25 | 12.47 % | 12.14 % |
| 0.50 | 2.592 % | 2.574 % |
| 0.75 | 0.539 % | 0.538 % |
| 1.00 | 0.112 % | 0.112 % |
| 1.25 | 0.023 % | 0.023 % |

Even at $L=w/4$ the law is only slightly too high, although the error itself is then about 12 %. The network also shows which pattern is responsible. At $L=0.75w$ on the finer grid, the finite arms shift $z_1$ by $-1.2\times10^{-3}R_s$, but $z_2$ by only $-2.3\times10^{-6}R_s$ (about $-2.2\times10^{-6}R_s$ in the limit of zero cell size).

Solving (7) for the length gives

$$\frac Lw=\frac{1}{2\pi}\ln\frac{0.600}{E}.$$

An error of 1 % needs $L=0.65w$, one of 0.1 % needs $1.02w$, and one of 0.01 % needs $1.38w$. Each further factor of ten costs $\ln10/(2\pi)=0.37$ of a width. Arms as long as they are wide thus leave an error of about 0.11 %. A stricter target needs longer arms. These figures assume contacts symmetric about the axes of their arms. A contact that sits off the axis couples to the odd mode directly, so only one passage through the arm is involved, and the error of a single reading falls only as $e^{-\pi L/w}$. If one contact covers about 60 % of its arm end, on one side, the error at $L=w$ is about 1.5 %. Averaging with the reading taken a quarter turn round removes this first-order part.

## A contact with resistance

Now let each contact be a metal pad lying on the film, with a contact resistivity $\rho_c$ between them. Let the pad cover the full width of the arm, and measure $L$ to its front edge. If the metal is at potential $V_m$, the current lost from the film gives

$$\nabla^2\phi=\frac{\phi-V_m}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s},$$

where $L_T$ is the transfer length. In arms 2 and 4 of the dipole pattern, $V_m=0$ by symmetry. Under a long pad the odd mode decays as $e^{-\kappa(x-L)}$, with

$$\kappa=\sqrt{(\pi/w)^2+1/L_T^2}.$$

Potential and slope must both be continuous at the front edge. Eliminating the amplitude under the pad leaves

$$\frac{\pi}{w}(1-\Gamma)=\kappa(1+\Gamma),\qquad \Gamma=-\frac{\kappa-\pi/w}{\kappa+\pi/w}. \tag{8}$$

By (6), the error is now $|\Gamma|$ times that in (7). For $\rho_c\to0$ the ideal contact returns. For large $L_T$ the reflection vanishes, because the film under the pad acts as a continuation of the arm; this limit requires a pad much longer than $1/\kappa$. In this model a long resistive pad therefore reduces the finite-arm error. Under a short pad the mode also reflects from the insulating far edge of the film. If $L_T$ is large, $\Gamma$ can then become positive, and the inferred sheet resistance is slightly too high instead of too low.

## A silicide-like film in numbers

Take a model film of resistivity 15 µΩ cm and thickness 20 nm on 300 nm of oxide. Its sheet resistance is

$$R_s=\frac{15\times10^{-6}\ \Omega\,\mathrm{cm}}{20\times10^{-7}\ \mathrm{cm}}=7.50\ \Omega/\text{square}.$$

Let $w=L=5$ µm and $I=0.20$ mA. Infinite arms would give

$$V_4-V_3=0.20\ \mathrm{mA}\times7.50\ \Omega\times\frac{\ln2}{\pi}=330.95\ \mathrm{\mu V}.$$

With ideal contacts, equation (7) lowers this by 0.112 % to 330.58 µV. Equation (1) then returns 7.492 Ω/square instead of 7.500.

For a pad with $\rho_c=10^{-8}\ \Omega\,\mathrm{cm^2}$,

$$L_T=\sqrt{10^{-8}/7.5}\ \mathrm{cm}=0.365\ \mathrm{\mu m},$$

and (8) gives $\Gamma=-0.634$. The error becomes $0.634\times0.112\,\%=0.071\,\%$. A network with 64 cells across the arm and pads 2.5 µm long gives 0.072 %.

## Beside a real film

The resistivity and thickness are in the rough range of thin nickel monosilicide; all material inputs here are round values, not measurements. The calculation also assumes a constant temperature. With a rough temperature coefficient of 0.3 % per kelvin, a drift of 1 K changes the reading by 0.3 %, more than the finite arms do. Self-heating is much smaller. The power per area is $R_s(I/w)^2$, and one-dimensional heat flow through oxide of conductivity 0.014 W/(cm K) gives a rise of about 2.6 mK. That changes the resistance by less than 0.001 %. If this whole rise appeared between the voltage contacts, a Seebeck coefficient of 10 µV/K would add an offset of about 0.008 % of the signal. This counts Joule heat only; Peltier heat at each current contact, about 0.6 µW for that coefficient at 300 K against 0.3 µW of Joule heat per arm, is left out. The thickness is 0.4 % of the width and a rough mean free path of 5 nm is 0.1 % of it, which supports a two-dimensional, local description. Non-uniform thickness and conduction through any silicon left between the film and the oxide are not included. A local change of thickness near the centre of the cross can exceed the finite-arm error, and so can conduction through the silicon if it is doped heavily enough. Longer arms would cure neither.
